# Density of states of an infinite quantum well and of the bulk: a numerical check

```python
# Result under test: the density of states per volume of a hard-walled quantum
# well equals the bulk density of states at each subband edge E_n, approached
# from above, and lies below the bulk curve between the edges.
# Symbols (atomic units inside the program): mass = band mass, width = well
# width L, E_n = subband edge, step = mass/(pi L) = height of one step,
# alpha = nonparabolicity in E(1 + alpha E) = k^2/(2 mass).
# Material parameters are rough values typical of a GaAs/AlGaAs well.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.stats import cauchy

HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e9              # nm
DOS_UNIT = 1 / (HARTREE * BOHR**3)                   # to 1/(eV nm^3)

mass, barrier_mass = 0.067, 0.09
width_nm, barrier_ev, alpha_ev = 20.0, 0.25, 0.6
mobility, temperature, layer_nm = 5000.0, 300.0, 0.28
width = width_nm / BOHR
barrier = barrier_ev / HARTREE
alpha = alpha_ev * HARTREE
orders = np.arange(1, 5)
edges = (orders * np.pi / width)**2 / (2 * mass)
step = mass / (np.pi * width)


def bulk_dos(energy):
    return mass * np.sqrt(2 * mass * energy) / np.pi**2


def staircase(energy):
    """Value just above a riser when energy is a subband edge."""
    x = np.sqrt(2 * mass * energy) * width / np.pi
    return step * np.floor(x + 1e-10)


# Hard-wall levels by diagonalization on a grid.
points = 1500
spacing = width / (points + 1)
hop = 1 / (2 * mass * spacing**2)
grid_levels = eigh_tridiagonal(np.full(points, 2 * hop),
                               np.full(points - 1, -hop),
                               eigvals_only=True, select="i",
                               select_range=(0, 4))
assert np.allclose(grid_levels[:4], edges, rtol=1e-4)
grid_k = np.sqrt(2 * mass * grid_levels)

# Explicit counts of states: periodic in the plane, or in all three directions.
plane_side = 8000 * width
box_side = 2 * 120.3 * width


def disc_count(radius):
    i = np.arange(-int(radius), int(radius) + 1, dtype=float)
    return np.sum(2 * np.floor(np.sqrt(radius**2 - i**2)) + 1)


def well_count(k):
    """States per volume, both spins, inside total wave number k."""
    total = sum(disc_count(plane_side * np.sqrt(k**2 - q**2) / (2 * np.pi))
                for q in grid_k if q <= k)
    return 2 * total / (plane_side**2 * width)


def bulk_count(k):
    radius = box_side * k / (2 * np.pi)
    i = np.arange(-int(radius), int(radius) + 1, dtype=float)
    rest = radius**2 - i[:, None]**2 - i[None, :]**2
    rest = rest[rest >= 0]
    return 2 * np.sum(2 * np.floor(np.sqrt(rest)) + 1) / box_side**3


def energy_of(k, a):
    t = k**2 / (2 * mass)
    return 2 * t / (1 + np.sqrt(1 + 4 * a * t))


def k_of(energy, a):
    return np.sqrt(2 * mass * energy * (1 + a * energy))


# Tolerance 5e-3: lattice-point noise of the counts and finite energy windows.
counted = {}
for a in (0.0, alpha):
    rows = []
    for n in orders:
        e = energy_of(grid_k[n - 1], a)
        w = 0.01 * e
        here = well_count(k_of(e, a))
        above = (well_count(k_of(e + w, a)) - here) / w
        below = (here - well_count(k_of(e - w, a))) / w
        bulk = (bulk_count(k_of(1.1 * e, a))
                - bulk_count(k_of(0.9 * e, a))) / (0.2 * e)
        assert abs(above / bulk - 1) < 5e-3
        assert abs(below / bulk - (n - 1) / n) < 5e-3
        formula = n * step * (1 + 2 * a * e)
        assert abs(bulk / formula - 1) < 5e-3
        if a == 0:
            assert abs(bulk / bulk_dos(edges[n - 1]) - 1) < 5e-3
            assert abs(above / staircase(edges[n - 1]) - 1) < 5e-3
        rows.append((above, bulk))
    counted[a] = rows

# Energy-averaged gap between bulk curve and staircase on each plateau.
mean_gap = []
for n in orders:
    low, high = grid_k[n - 1], grid_k[n]
    gap = (bulk_count(high) - bulk_count(low)
           - well_count(high) + well_count(low))
    gap /= (grid_levels[n] - grid_levels[n - 1]) * step
    assert abs(gap - (n + 2 / 3) / (2 * n + 1)) < 5e-3
    mean_gap.append(gap)


# Finite barriers: matching of wave function and of its slope over mass.
def finite_level(n, height):
    def mismatch(e):
        k = np.sqrt(2 * mass * e)
        decay = np.sqrt(2 * barrier_mass * (height - e))
        return (k * width - n * np.pi
                + 2 * np.arctan2(k * barrier_mass, decay * mass))
    return brentq(mismatch, 1e-9 * height, height * (1 - 1e-12), xtol=1e-15)


def finite_grid_levels(k_parallel_squared, count):
    """Position-dependent-mass diagonalization, interfaces on grid nodes."""
    h = width / 400
    index = np.arange(2000)
    outside = (index < 800) | (index >= 1200)
    inverse = np.where(outside, 1 / barrier_mass, 1 / mass)
    potential = (np.where(outside, barrier, 0.0)
                 + inverse * k_parallel_squared / 2)
    diagonal = ((inverse[:-1] + inverse[1:]) / (2 * h**2)
                + (potential[:-1] + potential[1:]) / 2)
    return eigh_tridiagonal(diagonal, -inverse[1:-1] / (2 * h**2),
                            eigvals_only=True, select="i",
                            select_range=(0, count - 1))


bound = int(np.floor(np.sqrt(2 * mass * barrier) * width / np.pi)) + 1
reference = finite_grid_levels(0.0, bound + 1)
assert np.sum(reference < barrier) == bound
all_finite = np.array([finite_level(n, barrier)
                       for n in range(1, bound + 1)])
assert np.allclose(all_finite, reference[:bound], rtol=1e-3)
finite = all_finite[:4]
assert np.all(finite < edges)

# Barrier probability = slope of the level with barrier height.
dv = 1e-3 * barrier
leak = np.array([(finite_level(n, barrier + dv)
                  - finite_level(n, barrier - dv)) / (2 * dv)
                 for n in orders])
plane_mass = 1 / (1 / mass + leak * (1 / barrier_mass - 1 / mass))
small_k2 = 2 * mass * 1e-3 / HARTREE
grid_inverse = 2 * (finite_grid_levels(small_k2, 4) - reference[:4]) / small_k2
assert np.allclose(1 / plane_mass, grid_inverse, rtol=2e-3)
finite_corner = np.cumsum(plane_mass) / mass
finite_bulk = bulk_dos(finite) / step
assert np.all(finite_corner > finite_bulk)

# Lifetime broadening from the mobility: Lorentzian of half width hbar/(2 tau).
tau = mass * const.m_e * mobility * 1e-4 / const.e
half_width_ev = const.hbar / (2 * tau) / const.e
half_width = half_width_ev / HARTREE
ladder = edges[0] * np.arange(1, 2001)**2
smeared = np.array([np.sum(cauchy.cdf((e - ladder) / half_width))
                    for e in edges])
samples = 1000000
angle = np.pi * ((np.arange(samples) + 0.5) / samples - 0.5)
for e, value in zip(edges, smeared):
    shifted = np.maximum(e + half_width * np.tan(angle), 0.0)
    direct = np.mean(np.floor(np.sqrt(shifted / edges[0])))
    assert abs(direct - value) < 5e-3

# Other sizes: width fluctuation, thermal energy, filling of one subband.
thin = (orders * np.pi / (width - layer_nm / BOHR))**2 / (2 * mass)
layer_shift = (thin - edges) * HARTREE
thermal = const.k * temperature / const.e
filling = mass / np.pi * (edges[1] - edges[0])
assert abs(well_count(grid_k[1]) * width / filling - 1) < 1e-3
curved = energy_of(orders * np.pi / width, alpha)

print(f"band mass: {mass} electron masses")
print(f"well width: {width_nm:.1f} nm")
print(f"step height: {step * DOS_UNIT:.6f} 1/(eV nm^3)")
print(f"step height: {step * DOS_UNIT * 1e-3:.4e} 1/(eV angstrom^3)")
print("n, E_n (eV), staircase above E_n, bulk at E_n (1/(eV nm^3)):")
for n, e in zip(orders, edges):
    print(f"  {n}  {e * HARTREE:.5f}  {staircase(e) * DOS_UNIT:.6f}"
          f"  {bulk_dos(e) * DOS_UNIT:.6f}")
print("n, counted staircase, counted bulk (1/(eV nm^3)):")
for n, (above, bulk) in zip(orders, counted[0.0]):
    print(f"  {n}  {above * DOS_UNIT:.5f}  {bulk * DOS_UNIT:.5f}")
print("mean gap on plateaus 1 to 4 (steps), counted:",
      " ".join(f"{g:.3f}" for g in mean_gap))
sample = 0.1 / HARTREE
print(f"at 0.1 eV: staircase {staircase(sample) / step:.0f} steps,"
      f" bulk {bulk_dos(sample) / step:.3f} steps")
print(f"barrier: {barrier_ev} eV, barrier mass {barrier_mass} electron masses")
print(f"bound levels in finite well: {bound}")
print("finite well: n, level (eV), barrier probability,")
print("  in-plane mass (electron masses), corner (steps), bulk (steps):")
for n in orders:
    i = n - 1
    print(f"  {n}  {finite[i] * HARTREE:.5f}  {leak[i]:.4f}"
          f"  {plane_mass[i]:.5f}  {finite_corner[i]:.3f}"
          f"  {finite_bulk[i]:.3f}")
print(f"nonparabolicity: {alpha_ev} 1/eV")
print("nonparabolic: n, edge (eV), corner = bulk (parabolic steps):")
for n, e in zip(orders, curved):
    print(f"  {n}  {e * HARTREE:.5f}  {n * (1 + 2 * alpha * e):.3f}")
print(f"mobility: {mobility:.0f} cm2/Vs")
print(f"transport time: {tau * 1e12:.3f} ps")
print(f"Lorentzian half width: {half_width_ev:.5f} eV")
print("smeared staircase at E_1 to E_4 (steps):",
      " ".join(f"{s:.3f}" for s in smeared))
print(f"width fluctuation: {layer_nm} nm")
print("edge shifts for thinner well, n = 1 to 4 (eV):",
      " ".join(f"{s:.5f}" for s in layer_shift))
print(f"thermal energy at {temperature:.0f} K: {thermal:.5f} eV")
print(f"E_2 - E_1: {(edges[1] - edges[0]) * HARTREE:.5f} eV")
print(f"sheet density filling to E_2: {filling / BOHR**2 * 1e14:.3e} 1/cm2")
print("all tests passed")
```

It prints:

```
band mass: 0.067 electron masses
well width: 20.0 nm
step height: 0.013994 1/(eV nm^3)
step height: 1.3994e-05 1/(eV angstrom^3)
n, E_n (eV), staircase above E_n, bulk at E_n (1/(eV nm^3)):
  1  0.01403  0.013994  0.013994
  2  0.05612  0.027988  0.027988
  3  0.12628  0.041982  0.041982
  4  0.22450  0.055976  0.055976
n, counted staircase, counted bulk (1/(eV nm^3)):
  1  0.01399  0.01399
  2  0.02799  0.02798
  3  0.04198  0.04197
  4  0.05598  0.05595
mean gap on plateaus 1 to 4 (steps), counted: 0.556 0.533 0.524 0.519
at 0.1 eV: staircase 2 steps, bulk 2.670 steps
barrier: 0.25 eV, barrier mass 0.09 electron masses
bound levels in finite well: 5
finite well: n, level (eV), barrier probability,
  in-plane mass (electron masses), corner (steps), bulk (steps):
  1  0.01016  0.0061  0.06710  1.002  0.851
  2  0.04054  0.0248  0.06743  2.008  1.700
  3  0.09070  0.0591  0.06803  3.023  2.543
  4  0.15914  0.1224  0.06916  4.056  3.368
nonparabolicity: 0.6 1/eV
nonparabolic: n, edge (eV), corner = bulk (parabolic steps):
  1  0.01391  1.017
  2  0.05435  2.130
  3  0.11793  3.425
  4  0.20040  4.962
mobility: 5000 cm2/Vs
transport time: 0.190 ps
Lorentzian half width: 0.00173 eV
smeared staircase at E_1 to E_4 (steps): 0.529 1.507 2.503 3.502
width fluctuation: 0.28 nm
edge shifts for thinner well, n = 1 to 4 (eV): 0.00040 0.00161 0.00361 0.00642
thermal energy at 300 K: 0.02585 eV
E_2 - E_1: 0.04209 eV
sheet density filling to E_2: 1.178e+12 1/cm2
all tests passed
```
